Holding transition-mode states in reactive sputtering by pressure feedback

Q: When I raise the reactive-gas flow to a metal target, the process jumps from metallic to compound mode. When I lower it, the process jumps back at a smaller flow. I never see the states in between, so I take them to be unreachable unless I install a bigger pump.

A: Your observation was made at constant flow. Let us ask separately whether the intermediate states exist as steady states, and what happens near them when the flow is allowed to respond.

Take the well-mixed Berg model: uniform partial pressure p, uniform coverages and a fixed ion current. Compound covers a fraction θt of the target, of area At, and θs of the collecting walls and substrates, of area As. A diatomic gas molecule sticks if it strikes metal and does not react on compound. Each of its two atoms fills one site, and implantation is neglected.

The molecular flux onto a surface is F = ap/(kT), where a is a quarter of the mean molecular speed. Multiplying molecule numbers by kT turns them into gas amounts in pressure times volume, so

V dp/dt = q − Sp − ap[At(1−θt) + As(1−θs)].

Here V is the chamber volume, S the pumping speed and q the inflow. The last term is the gettering. With N sites per area, ion flux j, and sputtering yields Ym of metal and Yc of compound,

N dθt/dt = 2F(1−θt) − jYcθt,

N dθs/dt = 2F(1−θs) + r[Ycθt(1−θs) − Ym(1−θt)θs], r = jAt/As.

In the bracket, sputtered compound covers collector metal, and sputtered metal buries collector compound.

Q: Where are the missing states in these equations?

A: Hold p fixed for a moment. The target equation is linear in θt, with relaxation rate

rt = (2F + jYc)/N.

Once θt has settled, the collector equation is linear in θs, with rate

rs = [2F + rYcθt + rYm(1−θt)]/N.

Both rates are positive. Every starting coverage therefore relaxes to the same pair,

θt = 2F/(2F + jYc),

θs = (2F + rYcθt)/[2F + rYcθt + rYm(1−θt)].

Each pressure thus has one surface state. Inserting it in the gas balance with dp/dt = 0 gives the inflow that state needs:

Q(p) = Sp + g(p), g(p) = ap[At(1−θt) + As(1−θs)].

A higher pressure brings more gas to the surfaces but leaves less bare metal to consume it. Where the second effect wins by enough, Q falls as p rises.

Take round parameters: S = 0.1 m³/s, V = 0.05 m³, At = 0.01 m², As = 0.2 m², 100 A/m² of singly charged ions, Ym = 1, Yc = 0.1, N = 10¹⁹ m⁻², and a gas of mass 32 u at 300 K, for which a = 111.4 m/s. Locating the zeros of dQ/dp numerically gives a maximum Q = 5.89 mPa m³/s at 0.943 mPa and a minimum Q = 3.49 mPa m³/s at 10.3 mPa. Between these pressures lies the falling branch, your missing states.

Q: Show me one of them.

A: I take the steepest point of the branch, found by numerical minimisation of dQ/dp: p* = 1.719 mPa. With kT = 4.142×10⁻²¹ J, 2F = 9.24×10¹⁹ m⁻²s⁻¹. The ion flux is j = 6.24×10²⁰ m⁻²s⁻¹, so jYc = 6.24×10¹⁹ m⁻²s⁻¹ and

θt = 9.24/(9.24 + 6.24) = 0.597.

The collector formula gives θs = 0.8823. The required inflow is

q* = 0.1×1.719 + 111.4×1.719×(0.01×0.403 + 0.2×0.1177) ≈ 5.45 mPa m³/s.

At this same inflow, root finding on Q(p) = q* gives two more steady states: a metallic one at 0.538 mPa and a compound one at 38.1 mPa. The middle state satisfies the balances as well as the other two do.

Q: Then why does the process refuse to stay there?

A: Because it is unstable at constant flow. Let small deviations vary as exp(λt), and write

G = a[At(1−θt) + As(1−θs)].

This is the derivative of the gettering with respect to p at fixed coverages. More coverage reduces gettering, so the coverage terms enter the gas balance with a plus sign:

Vλ δp = δq − (S+G) δp + apAt δθt + apAs δθs.

The surface equations give

(λ+rt) δθt = mt δp, mt = 2a(1−θt)/(NkT),

(λ+rs) δθs = ms δp + c δθt, ms = 2a(1−θs)/(NkT), c = r[Yc(1−θs) + Ymθs]/N.

Solve the first for δθt, put it in the second, and insert both in the gas balance. The result is δq = L(λ) δp, with

L(λ) = Vλ + S + G − A/(λ+rt) − B/(λ+rs) − C/[(λ+rt)(λ+rs)],

A = apAt mt, B = apAs ms, C = apAs c mt.

All three are positive. At λ = 0 the relation connects neighbouring steady states, so L(0) = dQ/dp. At p* the terms are, in m³/s,

L(0) = 0.100 + 3.070 − 0.268 − 2.267 − 1.399 = −0.764.

The surfaces' loss of appetite outweighs the direct response S + G.

At constant flow δq = 0, so modes with a pressure change satisfy L(λ) = 0. For real λ ≥ 0, L is continuous, starts at a negative value and tends to +∞. It must vanish at some positive λ, which is a growing mode. The eigenvalues of the linearised equations give a growth rate of 1.78 s⁻¹, an e-folding time of about 0.56 s.

I also integrated the full nonlinear equations for 100 s at inflow q*. With p, θt and θs all started 0.1% below their steady values, the process ended in the metallic state. Started 0.1% above, it ended in the compound state.

Q: That sounds like my point. The state throws the process out.

A: The state together with a constant flow does. Now let the inflow respond to pressure:

q = q* − K(p − p*).

At p = p* the correction vanishes. The steady pressure, coverages, inflow and pumping speed are unchanged, but deviations now obey δq = −K δp, hence

L(λ) + K = 0.

Q: You may have cured the steady drift and created an oscillation.

A: Without delay, no growing or sustained oscillation can arise here. If Re λ ≥ 0, then |λ+rt| ≥ rt and |λ+rs| ≥ rs. The real part of each subtracted term in L is at most its modulus, which is at most its value at λ = 0. Therefore

Re[L(λ) + K] ≥ V Re λ + L(0) + K ≥ dQ/dp + K.

If the right side is positive, no mode with Re λ ≥ 0 and δp ≠ 0 exists, oscillating or not. A mode with δp = 0 contains surface relaxation alone, and that decays at rt or rs. If dQ/dp + K is negative, the earlier sign-change argument again gives a growing mode. So, for small deviations in this model,

K > −dQ/dp gives stability, K < −dQ/dp gives instability.

At equality the linear equations do not decide. At p* the least gain is 0.764 m³/s. With twice that, K = 1.53 m³/s, the slowest mode decays at 1.33 s⁻¹.

Q: K has the units of pumping speed. Have you hidden a larger pump in the controller?

A: In the linear dynamics, yes: S and K appear as the sum S + K. In the steady balance, no. A real pump removes Sp whether or not p deviates, while the controller's correction is zero at p*.

Write dQ/dp = S + g′(p). A pump removes the falling branch if S exceeds

Sc = max(−g′) = 0.864 m³/s,

over eight times the present speed. At this limit, S = Sc, the steady balance at the same p* requires an inflow of

5.45 + (0.864 − 0.100)×1.719 ≈ 6.76 mPa m³/s,

about 24% more than q*. A bigger pump is a valid remedy, but it is not a necessary one.

Q: Your controller knows q* beforehand. In practice I would not.

A: With an inflow bias wrong by ε, the proportional law settles, for small ε, where L(0) δp = ε − K δp. The pressure is then off by ε/(K + dQ/dp). An integral term removes this error:

q = u + K(pset − p), du/dt = Ki(pset − p).

A steady state now requires p = pset, and u settles at Q(pset). For λ ≠ 0 the mode equation becomes

L(λ) + K + Ki/λ = 0.

For Re λ ≥ 0 the new term has real part Ki Re λ/|λ|² ≥ 0, so the previous bound still excludes growth. At λ = 0 the integral equation forces δp = 0; the surface equations then give zero coverage changes, and the gas balance gives δu = 0. No neutral mode is left. Without delay, any Ki > 0 is therefore allowed once K > −dQ/dp.

Q: Stable once there is not the same as reachable. Can I get there from metallic mode?

A: Start in the metallic state at 0.538 mPa, with inflow q*. Use K = 1.53 m³/s and Ki = 1.53 m³/s², raise the pressure setpoint linearly to p* over 120 s, then hold it for 40 s. The gain is twice the steepest downward slope, so every state along the way is locally stable under this control.

In a numerical integration of the nonlinear equations, the inflow first rose to 5.90 mPa m³/s, close to the maximum of Q, and then came down again. It stayed within 0.3% of Q(p) at the momentary pressure. At the end the pressure was 1.719 mPa and the inflow 5.45 mPa m³/s. The run began and ended at the same inflow and pumping speed, but in different states. A slow programme of flow alone, even one that rises and then falls, cannot hold the process on this path, because beyond the maximum of Q small deviations grow when the flow is prescribed.

Q: What does "fast" feedback mean in numbers?

A: Suppose the proportional controller acts on the pressure a dead time T ago. Then

L(λ) + K exp(−λT) = 0.

Start from a gain that is stable at T = 0. As T grows, stability can be lost when a root reaches λ = iω, where

|L(iω)| = K, ωT = −arg[−L(iω)].

For ω > 0 every frequency-dependent term contributes positively to Im L(iω), so −L lies below the real axis and the shortest ωT is between 0 and π. Solving the modulus condition numerically and taking the smallest T gives, at p*:

K = 1.2 × least gain: 587 ms
K = 2 × least gain: 416 ms
K = 3 × least gain: 297 ms
K = 6 × least gain: 41 ms

These times belong to this model and these round parameters, not to a real apparatus. At the three lower gains the limit is nearly proportional to the site density N, here a single reacting layer with unit sticking and no implantation; at the highest gain it follows the chamber volume instead.

For K at twice the least gain, I followed the nonlinear system for 60 dead times after a relative change of 10⁻⁴ in θs. I compared the largest pressure deviation in the last five dead times with that in the first five. At 0.8 of the limit the ratio was 4×10⁻⁹; at 1.2 of the limit it was about 800, the deviation having by then stopped growing at about 2.7 mPa, more than p* itself.

Q: Why does the tolerance collapse at the highest gain?

A: There K = 4.58 m³/s exceeds S + G = 3.17 m³/s. At high frequency the coverages follow only weakly, and L(iω) ≈ S + G + iVω. Setting its modulus equal to K gives

ω ≈ √(4.58² − 3.17²)/0.05 ≈ 66 s⁻¹,

T ≈ [π − arctan(0.05×66/3.17)]/66 ≈ 35 ms,

near the computed 41 ms. The controller is now working against the quick filling and emptying of the gas volume instead of the slower poisoning of the surfaces. With frozen coverages this gas-volume instability exists only for K > S + G. In the full model the permitted dead time falls smoothly through that gain, but well above it the sensor and valve must be much faster.

Q: When would my original statement be right?

A: It is right for constant flow: a state with dQ/dp < 0 cannot persist there. It may also hold for a particular apparatus whose delay is too long, or whose valve cannot supply the required correction. And if a process has several surface states at one pressure, which this model does not, fixing p no longer selects one of them, and another signal may have to be controlled. None of these makes a transition state unreachable in itself. Stability belongs to the state and its control law together.
